Why CIS(D) fails when two coupled CIS roots nearly coincide

Question. CIS(D) adds a second-order correlation correction to each root of configuration interaction with single excitations (CIS). Why can this correction become useless when two roots come close together, what does the failure look like along a path through the crossing, and what repairs it?

THE MECHANISM

CIS(D) first diagonalizes the Hamiltonian among single excitations. It then keeps each resulting vector fixed and evaluates a correction for it. That order of operations is sound if the correction, regarded as a matrix between CIS states, is too weak to mix them. When two roots nearly coincide, even a small off-diagonal element can mix them strongly, and the vectors chosen before the correction are then the wrong ones.

At an exact degeneracy the difficulty is plain. Any rotation of the two CIS vectors among themselves gives equally valid CIS vectors, but different rotations give different diagonal elements of the correction. The CIS(D) energies are then not defined until a direction of approach selects the vectors.

Not every crossing is harmful. If a selection rule forbids the two states to mix, both in CIS and through the correction, the vectors do not rotate. Each state followed by its character then has a smooth CIS(D) energy, and only the labels "lower" and "upper" change hands. Partners of one irreducible representation are harmless too: symmetry makes the correction a multiple of the unit matrix on them, so every choice of vectors gives the same energy. The trouble needs two states that can couple and a correction that distinguishes them.

FROM THE MECHANISM TO A MATRIX

Take real orbitals and a closed-shell canonical Hartree–Fock reference |0⟩. Let |k⟩ and |l⟩ be orthonormal combinations of single excitations that span the two close roots, with all other CIS roots well separated. Their CIS matrix, measured from the Hartree–Fock energy E_HF, is

A_kl = ⟨k|H|l⟩ − E_HF δ_kl.

Two kinds of correlation enter at second order.

First, the state mixes with double excitations |D⟩. Let u_Dk = ⟨D|H|k⟩, and let Δ_D be the sum of the two virtual orbital energies minus that of the two occupied ones. With c_k the coefficients of the singles and a_D those of the doubles, and with the energy of each double approximated by Δ_D, the equations for excitation energy E are

Σ_l A_kl c_l + Σ_D u_Dk a_D = E c_k,

Σ_l u_Dl c_l + Δ_D a_D = E a_D.

The second equation gives a_D = −Σ_l u_Dl c_l/(Δ_D − E). Substitution in the first gives

Σ_l [A_kl − Σ_D u_Dk u_Dl/(Δ_D − E)] c_l = E c_k.

The doubles therefore contribute a matrix, not just one number per state.

Second, the pair correlation of the ground state largely persists while one electron is excited. It is described by the operator T2, which creates each double D from |0⟩ with amplitude −⟨D|H|0⟩/Δ_D. Acting on |l⟩ it produces triple excitations, and these add ⟨k|H T2|l⟩ to the matrix. The energy of the ground state itself changes by the negative amount

E2 = ⟨0|H T2|0⟩,

the second-order Møller–Plesset energy. An excitation energy is a difference of total energies, so the net contribution is

Y_kl = ⟨k|H T2|l⟩ − E2 δ_kl.

Keeping ground-state amplitudes in T2 is part of the definition of CIS(D). It lets the correlation energy of a distant, unexcited fragment cancel from Y.

CIS(D) now makes its nondegenerate choice. It takes k to be an eigenvector of A with eigenvalue ω_k, sets E = ω_k in the denominators, and keeps the diagonal element:

E_k[CIS(D)] = ω_k − Σ_D u_Dk²/(Δ_D − ω_k) + Y_kk.

Here D runs over distinct doubles. If occupied and virtual indices are summed without restriction, each double appears four times and the sum needs a factor 1/4.

To keep the discarded coupling, we need an off-diagonal element. In the basis of CIS eigenvectors take

W_kl = −½ Σ_D u_Dk u_Dl [1/(Δ_D − ω_k) + 1/(Δ_D − ω_l)] + ½(Y_kl + Y_lk).

For k = l this is the CIS(D) correction. Averaging the denominators and symmetrizing Y make the matrix symmetric without changing any diagonal element.

This definition does not secretly depend on the rotating CIS vectors. Let u_D be the column with two components u_Dk in any fixed basis of the pair. The doubles part can be written as

W_doubles = −½ Σ_D [u_D u_Dᵀ (Δ_D − A)⁻¹ + (Δ_D − A)⁻¹ u_D u_Dᵀ].

In the eigenbasis of A, the inverse matrices become 1/(Δ_D − ω_l) and 1/(Δ_D − ω_k), which returns the preceding formula. Matrix inversion is smooth while no Δ_D equals a root of A. With smooth orbitals and a smooth basis for the pair, W is thus a smooth function of the external parameters, even where the eigenvectors of A are not.

The quasidegenerate repair is to diagonalize

H_eff = A + W

within the pair. CIS(D) keeps only the diagonal of this same matrix in the eigenbasis of A.

THE TWO-STATE FORMULA

Any real symmetric two-by-two matrix is a combination of the unit matrix, σz = diag(1, −1), and σx, which has ones off the diagonal. Write

A = ω̄ + xσz + yσx,
W = w0 + wzσz + wxσx.

Thus x is half the energy difference of the two basis states and y is their CIS coupling. Put r = (x, y), w = (wz, wx), r = |r|, x = r cos θ and y = r sin θ. Below, a dot product involves the vectors, while r standing alone in an energy is the length. The CIS energies are ω̄ ± r, with eigenvectors

c₊ = (cos θ/2, sin θ/2),
c₋ = (−sin θ/2, cos θ/2).

The diagonal elements of σz are cos²(θ/2) − sin²(θ/2) = cos θ for c₊ and −cos θ for c₋. Those of σx are 2 sin(θ/2)cos(θ/2) = sin θ and −sin θ. With the unit vector n = (cos θ, sin θ), the CIS(D) energies are therefore

E±[CIS(D)] = ω̄ + w0 ± (r + w·n).

The signs ± refer to the order of the CIS roots; the CIS(D) energies need not keep that order. The repaired matrix has the vector sum r + w in place of r, so its eigenvalues are

E±[repair] = ω̄ + w0 ± |r + w|.

The difference is now explicit. CIS(D) adds the projection of w on the CIS direction n. The repair adds the whole vector. The missing part is the off-diagonal element

c = c₊ᵀWc₋ = −wz sin θ + wx cos θ,

which is the component of w perpendicular to n. Pythagoras gives

|r + w|² = (r + w·n)² + c².

Let G = 2(r + w·n) be the CIS(D) gap. Where G is positive, the repair raises the upper level and lowers the lower one by

δ = √(G²/4 + c²) − G/2
  = c²/[√(G²/4 + c²) + G/2]
  ≈ c²/G, for |c| ≪ G.

This explains the order counting. The element c is second order in the correlation perturbation, so c²/G is formally fourth order if the gap is of ordinary size. Omitting it is then consistent. If the gap is itself as small as a second-order energy, c²/G is as large as the terms retained, and second-order theory on fixed vectors has lost its justification.

WHERE THE DISCONTINUITY IS

Let r shrink to zero along a fixed direction n, with w held at its value at the degeneracy:

E±[CIS(D)] → ω̄ + w0 ± w·n.

The limit depends on n, so the CIS(D) energies cannot be continuous there unless w = 0. On a straight path through the point, n reverses. The root that is lower in CIS changes its limiting energy from ω̄ + w0 − w·n to ω̄ + w0 + w·n, a jump of size 2|w·n|. The repaired roots tend to ω̄ + w0 ± |w| from every direction.

In a space of two parameters, both x = 0 and y = 0 must be met to reach this point. A path at fixed nonzero y misses it, and CIS(D) is then continuous. For constant w, the correction to the lower CIS root is

C₋(x) = w0 − (wz x + wx y)/√(x² + y²).

Its derivative is

dC₋/dx = −wz/r + (wz x + wx y)x/r³
       = (−wz y² + wx xy)/r³,

which at x = 0 equals −wz/|y|. The discontinuity has become a step whose width is set by |y|. It steepens without limit as the coupling vanishes, although at y = 0 each state followed by character can again be smooth. The jump then belongs to the energy-ordered label.

There is a further consequence. The CIS(D) gap vanishes when r + w·n = 0. Multiplication by r gives

r² + w·r = 0, or |r + w/2|² = |w|²/4.

For constant w, and apart from the origin, where the gap has no unique limit, this is a circle of degeneracies. Inside it CIS(D) reverses the order of the CIS roots. A real symmetric two-state matrix is degenerate only if two conditions hold, and the repaired gap accordingly vanishes only at the point r = −w when w is constant. That point lies on the circle: c vanishes there, and the degeneracy is genuine. The rest of the circle is an artefact of discarding c. A path at fixed y can cut it twice and show two false crossings where the repaired theory has one avoided crossing.

A MODEL THAT ISOLATES THE EFFECT

Consider two polar dimers, A and B, each with two sites and two electrons. Each has hopping t, on-site repulsion U, and a site-energy difference called the offset. No electron hops between dimers. Their interaction is

g (d_A − q_A)(d_B − q_B),

where d is the electron number on the first site minus that on the second, and q is its Hartree–Fock mean. Subtracting q removes the mean field of one dimer on the other. There is no exchange field either, since the reference density matrix has no element between the dimers. The Hartree–Fock orbitals therefore do not depend on g.

The two basis states are the local singlet excitations, A* and B*. Electron-number conservation on each dimer and spin symmetry separate them from the other single excitations. Let μ be the matrix element of the site-difference operator between the bonding and antibonding orbitals. The two spin terms of a normalized singlet give a transition element √2 μ, so

y = g(√2 μ_A)(√2 μ_B) = 2gμ_Aμ_B.

The diagonal CIS elements receive nothing from g, because the fluctuation of the unexcited dimer has zero mean.

Energies are in millihartree (mEh). Dimer A has t = 100, U = 200 and offset 20. Dimer B has U = 100 and offset 20, and its hopping t_B is varied. For zero offset the CIS energy of a dimer would be 2t + U/2: the orbital gap is 2t, the direct and exchange integrals are both U/2, and a singlet receives twice the exchange minus the direct integral. This gives 300 for A and would require t_B = 125 for a crossing. With the offsets, the computed degeneracy lies at t_B = 124.88 and 300.00 mEh.

The corrections can be estimated in the same way. A lone two-electron dimer has no triple excitations, so exciting it loses its ground-state correlation and Y = −E2. For zero offset, the double excitation couples to the reference through U/2 and lies 4t above it in orbital energy. Hence

−E2 = (U/2)²/(4t) = U²/(16t),

or 25.0 mEh for A and 5.0 for B. Reflection symmetry then forbids the mixing of the singlet single excitation with the double. The offset removes that symmetry, admits the negative doubles term and slightly changes E2. The full values are W_AA = 22.86 and W_BB = 4.64 mEh. Thus

w0 = (22.86 + 4.64)/2 = 13.75 mEh,
wz = (22.86 − 4.64)/2 = 9.11 mEh.

At g = 0 the off-diagonal element of W vanishes, so wx = 0 at the degeneracy.

READING THE LIMITS

The common centre is 300.00 + 13.75 = 313.75 mEh. Approach with A* above B*, at θ = 0. The lower CIS root is B*, and its CIS(D) energy tends to 313.75 − 9.11 = 304.64 mEh. Approach from the opposite side, at θ = 180°, and the lower CIS root is A*, which tends to 313.75 + 9.11 = 322.86 mEh. The jump is 18.22 mEh, or 0.496 eV.

At θ = 90° the CIS vectors are equal mixtures of A* and B*. Each receives the average correction, and both CIS(D) energies tend to 313.75 mEh. The difference between the two correlation energies has been averaged away. The repaired energies tend to 304.64 and 322.86 mEh from all these directions. The numerical output gives values at the small radius of 0.001 mEh; the limits were tested there in eight directions, with the corrections computed from explicit many-electron states.

The step law can be read with equal ease. For g = 1 mEh, y = 1.994 mEh and −wz/|y| = −4.57; the computed slope at x = 0 is −4.55. For g = 0.01 mEh it is −457. Reducing the coupling a hundredfold makes the step about a hundred times steeper.

A PATH THAT MISSES THE DEGENERACY

Fix g = 1 mEh and increase t_B. Near the degeneracy x falls by very nearly 1 mEh for each mEh of hopping. The table gives the shift of t_B from its value at the degeneracy and the two excitation energies in mEh. CIS(D) is listed in CIS order. Full CI is exact for this model Hamiltonian, within its four sites, and is not a statement about a real molecule.

shift   CIS(D)         repair         full CI
 −4     297.6, 322.1   296.7, 322.9   296.7, 322.0
  0     312.5, 315.0   304.5, 323.0   304.5, 322.1
  4     321.7, 313.6   312.4, 323.0   312.3, 322.2
  9     322.6, 322.7   321.3, 323.9   320.8, 323.5
 14     322.7, 332.4   322.7, 332.4   321.8, 332.4

At zero shift, y = 1.994, wx = −0.700 and wz = 9.111 mEh. Since x = 0, the CIS(D) gap is 2(1.994 − 0.700) = 2.59 mEh. The discarded element has magnitude 9.11 mEh, several times that gap. Restoring it gives

2√[(1.294)² + (9.111)²] = 18.40 mEh,

compared with 17.58 mEh in full CI. The mean of the two CIS(D) energies is 313.75 mEh, as is the repaired mean. This must be so, because changing off-diagonal elements leaves the trace unchanged. CIS(D) has the same average here but the wrong splitting.

At a shift of 4 mEh the CIS(D) order is reversed, as expected inside the circle. In this model wx grows in proportion to g, about −0.35y, so w is nearly constant only along a path of fixed g. Over the whole (x, y) plane the curve of false crossings is stretched along y, reaching |y| ≈ 5.7 mEh instead of wz/2 = 4.6 mEh. To locate its edges, use the values of w and y at zero shift:

x = −wz/2 ± √(wz²/4 − y² − wx y)
  = −4.555 ± √(20.751 − 3.977 + 1.397)
  = −0.29 and −8.82 mEh.

The false crossings are found at x = −0.29 and −8.96 mEh. The second differs from the estimate because W changes along the path; the circle condition holds with the local value of w.

This second crossing shows that a comfortable CIS gap is not a sufficient safeguard. At a shift of 9 mEh the CIS roots are still 18.4 mEh apart, and |c| is just 1.33 mEh. But the unequal corrections have brought the CIS(D) energies within 0.09 mEh of each other. The CIS vectors are nearly pure A* and B* there, yet the small remaining coupling controls the splitting. The relevant comparison is |c| with |G|, as well as the inspection of the original CIS gap.

The repair replaces this false crossing by an avoided crossing. For constant w its smallest gap would occur at x = −wz and equal 2|y + wx| = 2.59 mEh. Along the actual path the minimum is 2.62 mEh at a shift of 9.2 mEh. Full CI has 2.68 mEh at 8.8 mEh. The avoided crossing thus lies well away from the closest approach of the CIS roots, because correlation changes the relative energies of A* and B*.

Far enough on the other side, CIS(D) becomes adequate again. At a shift of −10 mEh, |c| = 2.455 and G = 37.65 mEh, so

c²/G = 6.03/37.65 = 0.160 mEh.

The computed shift of the upper root is 0.159 mEh. Here the fixed-vector approximation costs little.

WHAT THE REPAIR DOES AND DOES NOT CURE

At shifts from −20 to 20 mEh, sampled in steps of 1 mEh, the largest error relative to full CI is 7.96 mEh for CIS(D), after sorting its energies, and 0.88 mEh for the repair. Between the sampled points, near the first false crossing, the CIS(D) error is somewhat larger. The repair is accurate here because the missing mixing was the dominant error. It is still a second-order theory.

Three conditions limit it. First, every CIS root that can mix strongly must be included. If a third root approaches the pair, the two-state treatment meets the same difficulty with that root, and the matrix must be enlarged. Adding or removing a root abruptly along a path can itself introduce a step. Second, no doubly excited state that couples to the pair may lie near it. If Δ_D − ω is small, the terms of W become large and the failure is visible. A large denominator is no guarantee, however, because Δ_D is only a sum of orbital energies and can lie far above the true energy of the double. The model shows this. The state with both dimers in their triplets lies at 329 mEh at zero shift, where its Δ_D is 450 mEh, and it crosses the upper state of the pair between shifts of −4 and −3 mEh. It is harmless here, and absent from the table, only because the Hamiltonian conserves the spin of each dimer and so does not couple it to A* or B*. A nearby double that does couple must be treated explicitly. Third, the ground state must be described well enough by one determinant for T2 to be a small correction.

Within those conditions the remedy follows from the cause: let correlation act as a matrix before choosing the final vectors. The diagonal CIS(D) energies can be used when the discarded element is small compared with their separation. When it is not, the two-by-two matrix must be diagonalized.

Computed results

```
Dimer A: t, U, offset = 100.0, 200.0, 20.0 mEh
Dimer B: U, offset = 100.0, 20.0 mEh
CIS degeneracy: t_B = 124.8776 mEh, g = 0 mEh
CIS energy there = 300.0005 mEh
Transition factors mu_A, mu_B = 0.99875, 0.99837
Corrections W_AA, W_BB = 22.8616, 4.6396 mEh
w0, wz = 13.7506, 9.1110 mEh
Largest jump 2 wz = 18.2221 mEh = 0.4958 eV
dx/dt_B at degeneracy = -1.00023
Directional limits at |r| = 0.0010 mEh
angle/deg; CIS(D) lower, upper; repaired lower, upper (mEh)
   0  304.6381  322.8621  304.6381  322.8621
  45  307.3071  320.1937  304.6386  322.8621
  90  313.7504  313.7517  304.6400  322.8621
 135  320.1934  307.3101  304.6414  322.8621
 180  322.8621  304.6420  304.6420  322.8621
Step: g/mEh, y/mEh, slope found, slope -wz/|y|
  1.000   1.99424     -4.550     -4.569
  0.100   0.19942    -45.668    -45.687
  0.010   0.01994   -456.829   -456.868
Scan at g = 1.000 mEh; all columns in mEh
t_B shift; CIS pair; CIS(D) pair; repaired pair; full-CI pair; |c|
-10.0 279.798 300.197 285.096 322.745 284.937 322.904 284.884 322.023  2.455
 -4.0 291.529 300.470 297.567 322.065 296.707 322.924 296.657 322.046  4.668
 -1.0 296.769 301.231 307.086 318.447 302.590 322.944 302.540 322.068  8.444
  0.0 298.006 301.995 312.457 315.044 304.548 322.953 304.498 322.078  9.111
  1.0 298.770 303.232 317.220 312.250 306.505 322.964 306.454 322.091  7.845
  4.0 299.531 308.472 321.737 313.639 312.354 323.022 312.294 322.161  3.473
  9.0 299.782 318.222 322.572 322.657 321.282 323.947 320.804 323.507  1.332
 14.0 299.859 328.146 322.722 332.368 322.679 332.411 321.804 332.371  0.643
At t_B shift 0: y, wx, wz = 1.9942, -0.7003, 9.1107 mEh
False crossing 1: t_B shift = 0.2925 mEh
  x found, circle = -0.2926, -0.2926 mEh
False crossing 2: t_B shift = 8.9542 mEh
  x found, circle = -8.9558, -8.8181 mEh
Repaired minimum: shift, gap = 9.2481, 2.6201 mEh
Estimate 2|y+wx| = 2.5879 mEh
Full-CI minimum: shift, gap = 8.8181, 2.6788 mEh
Shift -10 mEh: repair of upper root = 0.15940 mEh
  estimate c^2/G = 0.16008 mEh
Largest error against full CI, t_B shifts -20 to 20 mEh:
  CIS(D) = 7.9586 mEh, repaired = 0.8835 mEh
```
